# Hall factor for acoustic-phonon scattering in a nondegenerate parabolic band

## 1. Form fixed by symmetry and dimensions

In an isotropic conductor in a weak magnetic field, the part of the electric field that is linear in both $\mathbf j$ and $\mathbf B$ must be a vector built from these two. Since $\mathbf B$ is an axial vector, that part is

$$\mathbf E_H=R_H\,\mathbf B\times\mathbf j .$$

With $\mathbf B=B\hat{\mathbf z}$, the current along $x$ and no current along $y$, this reads $R_H=E_y/(j_xB)$, which is the sign convention used here.

Let the carriers have charge $q$ ($q=-e$ for electrons), mass $m$ and density $n$, and let the scattering enter through one time $\tau_0$, the relaxation time at energy $kT$, and a power law in $x=\varepsilon/kT$. Nondegenerate carriers contribute independently, so every conductivity is proportional to $n$ and $R_H\propto 1/n$. The product $nR_H$ has the dimension of inverse charge. Nothing dimensionless can be formed from $m$, $kT$ and $\tau_0$, hence

$$R_H=\frac{r_H}{nq},$$

where $r_H$, the Hall factor, is a pure number in weak field. At finite field it can depend on one parameter, $\beta=|q|B\tau_0/m$. The power law of the relaxation time decides the number, and for acoustic phonons it is $3\pi/8$. SI units are used, as is natural for films, fields and voltages.

## 2. The relaxation time

Assume an isotropic parabolic band, $\varepsilon=p^2/2m$, and a deformation potential $D$: a local dilation $\nabla\cdot\mathbf u$ shifts the band edge by $D\,\nabla\cdot\mathbf u$. Longitudinal phonons have $\omega=c_sQ$ at wave number $Q$, and the elastic constant is $c_l=\rho c_s^2$, with $\rho$ the mass density. In a volume $V$ a mode has displacement amplitude $\sqrt{\hbar/2\rho V\omega}$, and the divergence brings a factor $Q$. The squared matrix elements are therefore

$$|M|^2=\frac{D^2\hbar Q^2}{2\rho V\omega}\times\{N_Q\ \text{(absorption)},\ N_Q+1\ \text{(emission)}\}.$$

If $\hbar\omega\ll kT$, both occupation factors are close to $kT/\hbar\omega$. Adding the two processes gives

$$|M|^2_{\rm tot}=\frac{D^2Q^2kT}{\rho V\omega^2}=\frac{D^2kT}{c_lV}.$$

The $Q$ dependence has cancelled, so all final directions are equally likely. Neglecting the phonon energy in the energy balance as well, the electron stays on its energy shell. A disturbance $f_1$ that is odd in $\mathbf p$ then averages to zero over the final states: scattering into a state contributes nothing, and the collision term is $-f_1/\tau$, with $1/\tau$ the total scattering rate.

Spin is conserved, so the density of final states per volume is that of one spin:

$$g_1=\frac{4\pi k^2}{(2\pi)^3}\frac{dk}{d\varepsilon}=\frac{mk}{2\pi^2\hbar^2}=\frac{m^{3/2}\varepsilon^{1/2}}{\sqrt2\,\pi^2\hbar^3}.$$

The golden rule gives

$$\frac1\tau=\frac{2\pi}{\hbar}\frac{D^2kT}{c_l}\,g_1=\frac{\sqrt2\,m^{3/2}D^2kT}{\pi\hbar^4c_l}\,\varepsilon^{1/2}.$$

Setting $\varepsilon=x\,kT$,

$$\tau=\tau_0x^{-1/2},\qquad \tau_0=\frac{\pi\hbar^4c_l}{\sqrt2\,m^{3/2}D^2(kT)^{3/2}} .$$

Faster carriers find more final states and scatter more often. As $v=\sqrt{2\varepsilon/m}$, the mean free path $\ell=v\tau=\pi\hbar^4c_l/(m^2D^2kT)$ does not depend on energy.

## 3. Solving the Boltzmann equation

In a uniform steady state, with $f=f_0+f_1$,

$$q(\mathbf E+\mathbf v\times\mathbf B)\cdot\nabla_pf=-\frac{f_1}{\tau}.$$

Because $\nabla_pf_0=f_0'\mathbf v$, with the prime denoting $d/d\varepsilon$, the magnetic force does nothing to $f_0$: $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$. To first order in $\mathbf E$,

$$qf_0'\,\mathbf v\cdot\mathbf E+q(\mathbf v\times\mathbf B)\cdot\nabla_pf_1=-\frac{f_1}{\tau}.$$

Try $f_1=(-f_0')\,\mathbf v\cdot\mathbf G(\varepsilon)$. Differentiating the explicit $\mathbf v=\mathbf p/m$ gives $(-f_0')\mathbf G/m$. Differentiating the functions of energy gives a vector along $\mathbf v$, which drops out against $\mathbf v\times\mathbf B$. Dividing by $-f_0'$ and using $(\mathbf v\times\mathbf B)\cdot\mathbf G=\mathbf v\cdot(\mathbf B\times\mathbf G)$,

$$-q\,\mathbf v\cdot\mathbf E+\frac qm\,\mathbf v\cdot(\mathbf B\times\mathbf G)=-\frac{\mathbf v\cdot\mathbf G}{\tau}.$$

This must hold for every direction of $\mathbf v$, so

$$\mathbf G=q\tau\mathbf E+\frac{q\tau}{m}\,\mathbf G\times\mathbf B .$$

Define the signed frequency $\omega_c=qB/m$. The in-plane components are

$$G_x=q\tau E_x+\omega_c\tau G_y,\qquad G_y=q\tau E_y-\omega_c\tau G_x .$$

Substituting each into the other yields

$$G_x=\frac{q\tau(E_x+\omega_c\tau E_y)}{1+\omega_c^2\tau^2},\qquad G_y=\frac{q\tau(E_y-\omega_c\tau E_x)}{1+\omega_c^2\tau^2}.$$

Each energy shell thus responds like a Drude gas with its own $\tau$. The shells share the same electric field, and their currents add.

## 4. From shells to the Hall coefficient

The current is $\mathbf j=q\sum\mathbf v f_1$ per volume. Averaging over angles replaces $v_iv_j$ by $\delta_{ij}v^2/3=\delta_{ij}\,2\varepsilon/3m$. With the density of states $g=C\varepsilon^{1/2}$, both spins included,

$$\mathbf j=\frac{2q}{3m}\int_0^\infty C\varepsilon^{3/2}(-f_0')\,\mathbf G\,d\varepsilon .$$

The weight is normalized by an integration by parts whose boundary terms vanish:

$$\int_0^\infty C\varepsilon^{3/2}(-f_0')\,d\varepsilon=\frac32\int_0^\infty C\varepsilon^{1/2}f_0\,d\varepsilon=\frac{3n}{2}.$$

Therefore $\mathbf j=(nq/m)\langle\mathbf G\rangle$, where $\langle\cdot\rangle$ is the average with weight $\varepsilon^{3/2}(-f_0')$. For Boltzmann statistics $-f_0'\propto e^{-x}$, and

$$\langle A\rangle=\frac{1}{\Gamma(5/2)}\int_0^\infty A\,x^{3/2}e^{-x}\,dx .$$

Reading off the coefficients of $E_x$ and $E_y$,

$$\sigma_{xx}=\frac{nq^2}{m}\left\langle\frac{\tau}{1+\omega_c^2\tau^2}\right\rangle,\qquad \sigma_{xy}=\frac{nq^2}{m}\left\langle\frac{\omega_c\tau^2}{1+\omega_c^2\tau^2}\right\rangle,$$

with $\sigma_{yy}=\sigma_{xx}$ and $\sigma_{yx}=-\sigma_{xy}$. The condition $j_y=-\sigma_{xy}E_x+\sigma_{xx}E_y=0$ gives $E_x=(\sigma_{xx}/\sigma_{xy})E_y$. Then

$$j_x=\sigma_{xx}E_x+\sigma_{xy}E_y=\frac{\sigma_{xx}^2+\sigma_{xy}^2}{\sigma_{xy}}E_y,\qquad R_H=\frac{\sigma_{xy}}{B(\sigma_{xx}^2+\sigma_{xy}^2)} .$$

As $B\to0$, $\sigma_{xx}\to nq^2\langle\tau\rangle/m$ and $\sigma_{xy}/B\to nq^3\langle\tau^2\rangle/m^2$, while $\sigma_{xy}^2$ is of second order. Hence

$$R_H=\frac{nq^3\langle\tau^2\rangle/m^2}{n^2q^4\langle\tau\rangle^2/m^2}=\frac{1}{nq}\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2},\qquad r_H=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}.$$

Since $r_H-1=(\langle\tau^2\rangle-\langle\tau\rangle^2)/\langle\tau\rangle^2$ is a relative variance, $r_H\ge1$ in this model. Long-lived carriers count once in the conductivity but with an additional factor $\tau$ in the magnetic deflection.

## 5. The number

For $\tau=\tau_0x^{-1/2}$,

$$\frac{\langle\tau\rangle}{\tau_0}=\frac{\Gamma(2)}{\Gamma(5/2)}=\frac{1}{3\sqrt\pi/4}=\frac{4}{3\sqrt\pi}\approx0.7523,$$

$$\frac{\langle\tau^2\rangle}{\tau_0^2}=\frac{\Gamma(3/2)}{\Gamma(5/2)}=\frac{\sqrt\pi/2}{3\sqrt\pi/4}=\frac23 .$$

The Hall factor follows:

$$\boxed{\,r_H=\frac23\cdot\frac{9\pi}{16}=\frac{3\pi}{8}\approx1.178\,}$$

The strength of the coupling has cancelled; the exponent has not. For $\tau\propto x^s$ with $s>-5/4$, the same integrals give $r_H=\Gamma(5/2+2s)\Gamma(5/2)/\Gamma(5/2+s)^2$, which is 1 for an energy-independent time, $s=0$. The value $3\pi/8$ should therefore not be applied when a scattering mechanism with a different energy dependence contributes appreciably. A second mechanism whose rate is also proportional to $x^{1/2}$ changes only $\tau_0$ and leaves $r_H$ as it is.

The drift mobility is

$$\mu=\frac{|q|\langle\tau\rangle}{m}=\frac{2\sqrt{2\pi}\,|q|\hbar^4c_l}{3m^{5/2}D^2(kT)^{3/2}} .$$

With the zero-field conductivity $\sigma=n|q|\mu$, the Hall mobility is $\mu_H=|R_H|\sigma=r_H\mu$.

For implementation, the measured pair $(\sigma,R_H)$ is converted by

$$n=\frac{r_H}{|qR_H|},\qquad \mu=\frac{|R_H|\sigma}{r_H}.$$

These two data cannot supply $r_H$ as a third unknown. It must come from knowledge of the scattering and of the band, or from a further measurement. The value $3\pi/8$ holds for one isotropic parabolic band; anisotropic valleys or warped bands, as in silicon and germanium, change $r_H$ by a further factor that can be smaller than 1.

## 6. How weak the field must be

Write $t=\tau/\tau_0=x^{-1/2}$ and

$$a=\left\langle\frac{t}{1+\beta^2t^2}\right\rangle,\quad b=\left\langle\frac{t^2}{1+\beta^2t^2}\right\rangle,\quad r_H(B)=\frac{b}{a^2+\beta^2b^2}.$$

The last form follows by inserting the conductivities into $nqR_H$. For small $\beta$, use the identity

$$\frac{t^2}{1+\beta^2t^2}=t^2-\beta^2t^4+\frac{\beta^4t^6}{1+\beta^2t^2}.$$

Here $\langle t^4\rangle=\Gamma(1/2)/\Gamma(5/2)=4/3$. The remainder needs care, because $\langle t^6\rangle$ diverges at $x=0$. Its average is

$$\frac{\beta^4}{\Gamma(5/2)}\int_0^\infty\frac{x^{-1/2}e^{-x}}{x+\beta^2}\,dx\simeq\frac{\beta^4}{\Gamma(5/2)}\frac{1}{\beta}\int_0^\infty\frac{u^{-1/2}}{1+u}\,du=\frac{4\sqrt\pi}{3}\beta^3,$$

where $x=\beta^2u$ and the $u$ integral equals $\pi$. Thus $b\simeq\frac23(1-2\beta^2+2\sqrt\pi\,\beta^3)$.

For $a$, $\langle t^3\rangle=\Gamma(1)/\Gamma(5/2)=\langle t\rangle$, so $a\simeq\langle t\rangle(1-\beta^2)$ up to terms of order $\beta^4\ln\beta$. The denominator is

$$a^2+\beta^2b^2\simeq\langle t\rangle^2\left[1-2\beta^2+\frac{4/9}{16/(9\pi)}\beta^2\right]=\langle t\rangle^2\left[1-2\beta^2+\frac\pi4\beta^2\right].$$

In the quotient the terms $\mp2\beta^2$ cancel:

$$r_H(B)\simeq\frac{3\pi}{8}\left[1-\frac\pi4\beta^2+2\sqrt\pi\,\beta^3\right].$$

As $\mu_HB=\frac{3\pi}{8}\frac{4}{3\sqrt\pi}\beta=\frac{\sqrt\pi}{2}\beta$, the quadratic term is $(\mu_HB)^2$. The cubic term comes from slow carriers, $x\sim\beta^2$, whose $\tau$ grows without bound as $x\to0$ in the elastic model, so that some of them are outside the weak-field regime at any finite $B$. It equals the quadratic term in size at $\beta=\sqrt\pi/8\approx0.22$, so beyond a small fraction of that value the averages $a$ and $b$ should be integrated numerically.

In the opposite limit, $\beta\gg1$, the leading terms are $b\simeq\beta^{-2}(1-\langle x\rangle/\beta^2)$ and $a\simeq\langle x^{1/2}\rangle/\beta^2$. With $\langle x\rangle=5/2$ and $\langle x^{1/2}\rangle=\Gamma(3)/\Gamma(5/2)=8/(3\sqrt\pi)$,

$$r_H(B)\simeq1+\frac{\langle x\rangle-\langle x^{1/2}\rangle^2}{\beta^2}=1+\frac{5/2-64/(9\pi)}{\beta^2}.$$

Carriers then drift at a velocity set by the crossed fields, whatever their $\tau$, and $R_H\to1/(nq)$. Within this one-band classical model, the ratio of the weak-field to the strong-field Hall coefficient measures $r_H$. The classical treatment also requires $\hbar|\omega_c|\ll kT$, so that the thermal average smooths over the Landau levels. The cubic weak-field term needs more: it comes from carriers of energy about $\beta^2kT$, so it is meaningful only if $\hbar|\omega_c|\ll\beta^2kT$ as well, and only if those carriers, of speed $\beta\sqrt{2kT/m}$, are much faster than sound, since otherwise the elastic form of $\tau$ fails for them.

## 7. Degenerate carriers

The average with weight $\varepsilon^{3/2}(-f_0')$ was derived before Boltzmann statistics were used. Keep $\tau\propto x^{-1/2}$ and let $\eta$ be the chemical potential, measured from the band edge, divided by $kT$. For $\eta\gg1$, $-f_0'$ is a peak at $x=\eta$ with variance $\pi^2/3$. A small shift $\delta x$ changes $\tau$ by the fraction $-\delta x/2\eta$, so

$$r_H-1\simeq\frac{1}{4\eta^2}\frac{\pi^2}{3}=\frac{\pi^2}{12\eta^2}.$$

Conduction then takes place at nearly one energy and the variance disappears. Numerical integration gives $r_H=1.135$ at $\eta=0$, $1.028$ at $\eta=5$ and $1.0009$ at $\eta=30$; the last agrees with the leading-order formula. Using $3\pi/8$ for a heavily doped film would thus be wrong even if acoustic phonons dominated.

## 8. Worked example: a model film

Take electrons with $m=0.30$ electron masses, $D=8.0$ eV, $c_l=150$ GPa and $c_s=5000$ m/s at 300 K. The density is $n=1.00\times10^{22}\ \mathrm{m^{-3}}$, the thickness $d=5.0$ µm, the current $I=10.0$ µA and the field $B=0.10$ T. These are round model parameters, not those of a named material, and acoustic phonons are taken as the only scatterers. In a real doped film the ionized donors that supply the electrons also scatter them, the slow ones most. Those are the carriers with the longest $\tau$ here, so $r_H$ can fall well below $3\pi/8$ even when the mobility drops only modestly. The percentages below would then not apply.

The formula of Section 2 gives $\tau_0=0.659$ ps and $\ell=115$ nm. The film is about 44 mean free paths thick, which supports the use of bulk transport at the percent level; surface scattering is not included. Fully diffuse surfaces would lower the mobility by about $3\ell/8d\approx0.9$ % and leave $r_H$ unchanged to first order in $\ell/d$. The output lists $\beta=0.3862$ at 1 T, so $|q|\tau_0/m=0.3862\ \mathrm{m^2/(V\,s)}$ and

$$\mu=0.7523\times0.3862=0.2905\ \mathrm{m^2/(V\,s)},$$

$$\mu_H=1.178\times0.2905=0.342\ \mathrm{m^2/(V\,s)}\approx3420\ \mathrm{cm^2/(V\,s)}.$$

For electrons the Hall coefficient is negative, $R_H=-3\pi/(8ne)=-7.353\times10^{-4}\ \mathrm{m^3/C}$. In a film of width $w$, $|V_H|=|E_y|w$ and $I=j_xwd$, so the width cancels:

$$|V_H|=\frac{|R_H|IB}{d}=\frac{7.353\times10^{-4}\times1.00\times10^{-5}\times0.10}{5.0\times10^{-6}}\ \mathrm V\approx147\ \text{µV}.$$

Interpreting this voltage with $r_H=1$ would return $n/r_H=8.49\times10^{21}\ \mathrm{m^{-3}}$, which is 15.1 % below the true density. The Hall mobility is 17.8 % above the drift mobility. The two percentages differ because one is $1/r_H-1$ and the other $r_H-1$.

**Field.** At 0.1 T, $\mu_HB=0.034$ and $r_H=1.1769$, about 0.1 % below the weak-field value. The last digit is not reliable: at this field $\hbar|\omega_c|\approx\beta^2kT$ and the carriers at $x\sim\beta^2$ move at only about $1.3\,c_s$, so both conditions for the cubic term of Section 6, which is $2\times10^{-4}$ of $r_H$ here, fail. At 1 T it is 1.134, at 5 T 1.038 and at 10 T 1.013. Even at 10 T the classical strong-field limit is approached only to about 1 %. These are classical values: at 10 T $\hbar|\omega_c|/kT\approx0.15$, and Landau quantization, which is neglected, may change the remaining percent.

**Statistics.** The density is 0.24 % of the effective density of states, $4.12\times10^{24}\ \mathrm{m^{-3}}$, which puts the film at $\eta=-6.02$. Fermi statistics give $r_H=1.1779$, so the Boltzmann form is adequate.

**Elasticity.** An electron of energy $kT$ has speed $\ell/\tau_0\approx1.74\times10^5$ m/s. The largest momentum transfer is about $2mv$, so the largest phonon energy is about $2mvc_s$, or $4c_s/v\approx0.11$ of the electron energy. A calculation that keeps phonon energies and Bose occupations in the momentum-loss rate gives $r_H=1.1757$, which is 0.2 % below $3\pi/8$, and a drift mobility 0.2 % higher than the elastic one. With the sound speed divided by ten at fixed $c_l$, the Hall factor returns to 1.1781. This is a test of the elastic limit, but the inelastic figure is itself an estimate: it assigns a momentum-loss time to each energy and does not solve the full inelastic Boltzmann equation. It indicates that the corrections are small, at the level of a few tenths of a percent or less, but it overstates the shift of $r_H$, which is nearer 0.1 % when the coupling between neighbouring energies is kept, and it should not be used as a correction to $r_H$.

The numerical output below also gives the residual of the solution in Section 3 and the Hall factor obtained by integrating the current directly over momentum space.

## Table of computed values

```
INPUTS
effective mass: 0.30 electron masses
deformation potential: 8.0 eV
elastic constant: 150 GPa
sound speed: 5000 m/s
temperature: 300 K
electron density: 1.00e+22 m^-3
film thickness: 5.0 um
current: 10.0 uA
magnetic field: 0.10 T
AVERAGES AND HALL FACTOR
<tau>/tau0: 0.752253
<tau^2>/tau0^2: 0.666667
Hall factor from their ratio: 1.178097
Hall factor, momentum-space integral, beta=0.003: 1.178089
largest Boltzmann residual (dimensionless): 2.8e-09
FILM RESULTS
thermal energy kT: 25.852 meV
tau0, time at energy kT: 0.6587 ps
mean free path: 114.69 nm
drift mobility: 0.29052 m^2/(V s)
Hall mobility: 0.34226 m^2/(V s)
Hall mobility, converted: 3422.6 cm^2/(V s)
Hall coefficient: -7.35310e-04 m^3/C
Hall voltage, magnitude: 147.062 uV
density inferred with r_H=1: 8.4883e+21 m^-3
error of that density: -15.12 %
CHECK OF THE ELASTIC APPROXIMATION
inelastic/elastic rate at energy kT: 0.99744
drift mobility, inelastic rate: 0.29105 m^2/(V s)
Hall factor, inelastic rate: 1.17568
Hall factor, sound speed divided by 10: 1.17807
FIELD DEPENDENCE (classical)
B=0.1 T: beta=0.0386, mu_H B=0.0342, r_H=1.17692
B=1.0 T: beta=0.3862, mu_H B=0.3423, r_H=1.13446
B=5.0 T: beta=1.9310, mu_H B=1.7113, r_H=1.03756
B=10.0 T: beta=3.8620, mu_H B=3.4226, r_H=1.01322
DEGENERACY (weak field)
effective density of states: 4.1234e+24 m^-3
film: eta=-6.021, r_H=1.17792
eta=0: r_H=1.13490
eta=5: r_H=1.02791
eta=30: r_H=1.00091
```
